# Why magnetic splitting makes manganese a weak resonant scatterer in copper

## The result

The resistivity of a d resonance is set by how full each spin channel is, and the filling of the shell as a whole does not fix that. Let \(\delta_\uparrow\) and \(\delta_\downarrow\) be the d-wave phase shifts at the Fermi level for electron spin along and against the manganese moment. A half-filled shell requires only \(\delta_\uparrow+\delta_\downarrow=\pi\). Without a moment both phases are \(\pi/2\) and scattering is as strong as d waves allow. With a large moment they are \(\pi-\delta\) and \(\delta\), with \(\delta\) small, and

\[
\rho=\rho_u\sin^2\delta=\rho_u\cos^2\frac{\pi m}{10},\qquad
\rho_{\rm pot}=\rho_u\sin^4\delta .
\]

Here \(m\) is the moment in Bohr magnetons, \(\rho_u\) the largest d-wave resistivity (the unitarity limit), and \(\rho_{\rm pot}\) the part due to potential scattering, which is independent of spin. The remainder is exchange scattering. For 1 at.% Mn, the parameters below give \(\rho_u=19.0\) and \(\rho=1.66\ \mu\Omega\,\)cm. This is small beside \(\rho_u\), but not beside the resistivity of pure copper. Scattering of s and p waves also adds to the potential part, and is weighed separately.

The model has a free-electron host with one carrier per atom, independent impurities, five equivalent d orbitals, exchange in mean field and no spin–orbit coupling. Moments are classical and point in random directions. Energies are measured from the Fermi level.

## One level: why zero and π both mean transparency

Couple a d level at energy \(E_\sigma\) to a wide flat band. The coupling gives the level a half-width \(\Gamma\), so its Green function is \(G(E)=1/(E-E_\sigma+i\Gamma)\). The scattering factor of the partial wave is

\[
S=1-2i\Gamma G=\frac{E-E_\sigma-i\Gamma}{E-E_\sigma+i\Gamma}=e^{2i\delta_\sigma}.
\]

At \(E=0\) this is \((E_\sigma+i\Gamma)/(E_\sigma-i\Gamma)\), so \(\delta_\sigma\) is the argument of \(E_\sigma+i\Gamma\):

\[
\cot\delta_\sigma=\frac{E_\sigma}{\Gamma},\qquad
\sin^2\delta_\sigma=\frac{\Gamma^2}{E_\sigma^2+\Gamma^2}.
\]

A level far above the Fermi level has \(\delta_\sigma\to0\); one far below has \(\delta_\sigma\to\pi\). In both cases \(S\to1\) and the outgoing wave is that of a perfect host. A filled level differs from an empty one in its charge, but an electron at the Fermi level is out of resonance with either. At \(E_\sigma=0\), \(\delta_\sigma=\pi/2\) and scattering is strongest.

The occupation follows from the spectral density \(-\mathrm{Im}\,G/\pi\):

\[
n_\sigma=\int_{-\infty}^{0}\frac{dE}{\pi}\frac{\Gamma}{(E-E_\sigma)^2+\Gamma^2}
=\frac1\pi\left(\frac\pi2-\arctan\frac{E_\sigma}{\Gamma}\right)=\frac{\delta_\sigma}{\pi}.
\]

This is the Friedel rule for one orbital. Five orbitals hold \(N_\sigma=5\delta_\sigma/\pi\) electrons of each spin. With \(N=N_\uparrow+N_\downarrow\) and \(m=N_\uparrow-N_\downarrow\),

\[
\delta_{\uparrow,\downarrow}=\frac{\pi}{10}(N\pm m).
\]

Setting \(N=5\) leaves \(m\) free, and \(m\) decides the scattering.

## Exchange: what separates the phases

Take the exchange energy as \(-I\hat m^2/4\). Writing \(\hat m=m+(\hat m-m)\) and dropping the square of the fluctuation gives

\[
-\frac I4\hat m^2\simeq-\frac{Im}{2}\hat m+\frac{Im^2}{4}.
\]

Since \(\hat m\) counts up minus down electrons, up levels fall by \(Im/2\) and down levels rise by \(Im/2\). Thus \(E_\downarrow-E_\uparrow=Im\).

At half filling \(\delta_\uparrow=\pi-\delta_\downarrow\), so \(\cot\delta_\uparrow=-\cot\delta_\downarrow\) and the levels lie at \(\mp h\), with \(h=Im/2\). Write \(\delta=\delta_\downarrow\). Then \(\cot\delta=h/\Gamma\), and

\[
m=\frac5\pi(\pi-2\delta)=\frac{10}{\pi}\arctan\frac{Im}{2\Gamma}.
\]

For small \(m\) the right side is \(5Im/(\pi\Gamma)\). A nonzero solution appears when this slope exceeds one, that is for \(I>\pi\Gamma/5\).

To see that the moment lowers the energy, let \(M(h)=(10/\pi)\arctan(h/\Gamma)\) be the moment produced by level shifts \(\mp h\). The derivative of the one-electron energy with respect to \(h\) is \(-M(h)\). Adding the constant from the mean-field step gives the energy relative to \(m=0\):

\[
\mathcal E(m)=-\int_0^{Im/2}M(h')\,dh'+\frac{Im^2}{4},\qquad
\frac{d\mathcal E}{dm}=\frac I2\left[m-M\!\left(\frac{Im}{2}\right)\right].
\]

The derivative vanishes at self-consistency. Above threshold it is negative for small positive \(m\), so the nonmagnetic state is unstable. Integrating the arctangent by parts,

\[
\mathcal E=-\frac{10}{\pi}\left[h\arctan\frac h\Gamma-\frac\Gamma2\ln\left(1+\frac{h^2}{\Gamma^2}\right)\right]+\frac{Im^2}{4}.
\]

## Transport: the size of full d-wave scattering

An electric field displaces the electron distribution by an amount proportional to \(\cos\alpha\), where \(\alpha\) is the angle between the wave vector and the field. Collisions through an angle \(\theta\) replace \(\cos\alpha\) by \(\cos\alpha'\), whose average over azimuth is \(\cos\alpha\cos\theta\). The displacement therefore decays at the rate

\[
\frac1\tau=n_iv_F\sigma_{\rm tr},\qquad
\sigma_{\rm tr}=\int|f(\theta)|^2(1-\cos\theta)\,d\Omega ,
\]

with \(n_i\) the impurity density. Expand \(f=k_F^{-1}\sum_l(2l+1)a_lP_l\), where \(a_l=e^{i\delta_l}\sin\delta_l=(e^{2i\delta_l}-1)/2i\). The first term of \(\sigma_{\rm tr}\) uses \(\int P_l^2d\Omega=4\pi/(2l+1)\). In the second, \(\cos\theta\) connects only neighbouring waves, with \(\int\cos\theta\,P_lP_{l+1}d\Omega=4\pi(l+1)/[(2l+1)(2l+3)]\). Hence

\[
\sigma_{\rm tr}=\frac{4\pi}{k_F^2}\sum_l\left[(2l+1)|a_l|^2-2(l+1)\mathrm{Re}(a_la_{l+1}^*)\right].
\]

Split \(2l+1=(l+1)+l\) and relabel the second piece, so that each pair of neighbours carries weight \(l+1\):

\[
\sigma_{\rm tr}=\frac{4\pi}{k_F^2}\sum_l(l+1)|a_l-a_{l+1}|^2
=\frac{4\pi}{k_F^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).
\]

The last form holds because \(a_l-a_{l+1}=(e^{2i\delta_l}-e^{2i\delta_{l+1}})/2i\). With d waves alone, the pairs (p,d) and (d,f) contribute \(2+3=5\) times \(|a_2|^2\).

The Drude resistivity is \(\rho=m_e/(ne^2\tau)\). For atomic fraction \(c\), \(n_i=cn\), and \(m_ev_F=\hbar k_F\). Therefore

\[
\rho=\frac{\hbar k_Fc}{e^2}\sigma_{\rm tr},\qquad
\rho_u=\frac{20\pi\hbar c}{e^2k_F},
\]

where \(\rho_u\) belongs to \(|a_2|^2=1\).

## Random moments: potential against exchange

Let \(t_\sigma=e^{i\delta_\sigma}\sin\delta_\sigma\) be the d amplitudes for spin along and against the moment direction \(\mathbf n\). As a matrix in the electron's spin,

\[
T=t_0+t_1\,\mathbf n\cdot\boldsymbol\sigma,\qquad
t_0=\frac{t_\uparrow+t_\downarrow}{2},\quad t_1=\frac{t_\uparrow-t_\downarrow}{2}.
\]

The total rate from a spin state \(s\), spin flips included, is proportional to

\[
\langle s|T^\dagger T|s\rangle=|t_0|^2+|t_1|^2+2\,\mathrm{Re}(t_0^*t_1)\langle s|\mathbf n\cdot\boldsymbol\sigma|s\rangle ,
\]

since \((\mathbf n\cdot\boldsymbol\sigma)^2=1\). Averaging over \(\mathbf n\) removes the last term. In an unpolarized host both spins have the same drift, so flipped electrons enter the transport average like the others. Thus

\[
\frac{\rho}{\rho_u}=|t_0|^2+|t_1|^2=\frac{\sin^2\delta_\uparrow+\sin^2\delta_\downarrow}{2}
=\frac12\left[1-\cos\frac{\pi N}{5}\cos\frac{\pi m}{5}\right].
\]

The last step uses \(\sin^2x=(1-\cos2x)/2\) and the Friedel phases.

At half filling \(t_\uparrow=e^{i(\pi-\delta)}\sin(\pi-\delta)=-e^{-i\delta}\sin\delta\), so

\[
t_0=\frac{\sin\delta}{2}\left(e^{i\delta}-e^{-i\delta}\right)=i\sin^2\delta,\qquad
t_1=-\sin\delta\cos\delta .
\]

The filled level repels electrons at the Fermi level and the empty one attracts them. For levels equally far away, the real parts cancel in the spin average; what is left of \(t_0\) is of second order in \(\delta\). The two contributions are

\[
\rho_{\rm pot}=\rho_u\sin^4\delta,\qquad \rho_{\rm ex}=\rho_u\sin^2\delta\cos^2\delta,
\]

and they add to \(\rho_u\sin^2\delta\). For \(h\gg\Gamma\), \(\delta\simeq\Gamma/h\): exchange scattering falls as \((\Gamma/h)^2\) and d-wave potential scattering as \((\Gamma/h)^4\).

## Numbers for 1 at.% manganese

The inputs are model values of typical size: lattice constant 0.3615 nm, \(\Gamma=0.5\) eV and \(I=0.8\) eV. The digits of the first only fix the arithmetic; the rough values of \(\Gamma\) and \(I\) limit the accuracy of the result. Four atoms per cubic cell give \(n=84.67\) nm\(^{-3}\) and \(k_F=(3\pi^2n)^{1/3}=13.58\) nm\(^{-1}\). With \(c=0.01\), \(\rho_u=19.0\ \mu\Omega\,\)cm.

The threshold is \(\pi\Gamma/5=0.314\) eV, well below \(I\). The moment equation gives \(m=4.05\), hence \(h=0.8\times4.046/2=1.62\) eV and phases 2.842 and 0.300 rad. The magnetic state lies 1.33 eV below the nonmagnetic one. Then

\[
\sin^2\delta=0.0871,\qquad \rho=0.0871\times19.0=1.66\ \mu\Omega\,\mathrm{cm}=16.6\ \mathrm{n}\Omega\,\mathrm{m}.
\]

Changing \(\Gamma\) and \(I\) by 0.1 eV each, in either direction, moves this result anywhere between about 0.8 and 3.6 \(\mu\Omega\,\)cm, so only its order of magnitude is meaningful. With \(\Gamma\) and \(N=5\) held fixed, magnetism lowers the resistivity by a factor 11.5. Of the 1.66, d-wave potential scattering supplies 0.144 and exchange 1.51 \(\mu\Omega\,\)cm. Imposing moments of 0, 2 and 4 at half filling gives 19.0, 12.4 and 1.8 \(\mu\Omega\,\)cm, so a modest moment would not suffice.

The mean free path from these collisions is \(1/(n_i\sigma_{\rm tr})=39.8\) nm. Its product with \(k_F\) is 541, much larger than one, as the Boltzmann treatment requires.

A direct diagonalization tests the resonance formulas. One level at \(\mp1.62\) eV was coupled to 1200 band levels spaced by 0.1 eV, with the same \(\Gamma\) and occupations smoothed over 0.05 eV. A phase \(\delta\) lowers nearby levels by \(\delta/\pi\) of a spacing; the measured shifts give 2.842 and 0.300 rad. The orbital occupations are 0.9065 and 0.0935, the moment is 4.065, and the energy gain is 1.33 eV. The close agreement in energy is partly accidental: smoothing and the finite band width each shift it by a few hundredths of an eV, and the two shifts nearly cancel.

## The s and p waves

Manganese has seven valence electrons, and the host site it occupies supplies one. Six excess electrons must therefore appear in the Friedel sum. If five are d electrons, one remains for s and p waves:

\[
\frac2\pi(\delta_0+3\delta_1)=1 .
\]

This does not fix the two phases separately. Equal phases give \(\delta_0=\delta_1=\pi/8\). The (s,p) pair then cancels, and the spin-averaged sum is

\[
\sin^2\!\left(\frac\pi8-\delta\right)+\sin^2\!\left(\frac\pi8+\delta\right)+3\sin^2\delta
=1-\cos\frac\pi4\cos2\delta+3\sin^2\delta=0.677 .
\]

Multiplying by \(\rho_u/5=3.80\ \mu\Omega\,\)cm gives 2.57 \(\mu\Omega\,\)cm. The potential part rises from 0.144 to 1.06, while the exchange part stays at 1.51, because s and p amplitudes cancel from \(t_\uparrow-t_\downarrow\).

If the s wave does all this screening, \(\delta_0=\pi/2\) and \(\delta_1=0\). The sum is \(1+5\sin^2\delta=1.44\), giving 5.46 \(\mu\Omega\,\)cm, of which 3.94 is potential scattering. The potential part is thus 6% of \(\rho_u\) in the first case and 21% in the second, and at exactly half filling its value is controlled by s and p screening rather than by the d shell. Away from \(N=5\) the real parts of the d amplitudes no longer cancel, and the d shell alone supplies a potential part of 2.17 \(\mu\Omega\,\)cm at \(N=6\).

## A shell away from half filling

Suppose instead that all six excess electrons are d electrons. Solving \(\cot\delta_\downarrow-\cot\delta_\uparrow=Im/\Gamma\) with \(N=6\) and the same \(I\) and \(\Gamma\) gives \(m=3.29\) and phases 2.917 and 0.853 rad. The up channel remains nearly transparent. The down channel does not: its resonance has moved towards the Fermi level. The resistivity is 5.86 \(\mu\Omega\,\)cm, against 17.2 for the nonmagnetic state at the same filling. The reduction is now about threefold, so the argument needs both phases near their end points, not merely a moment.

## Temperature and the quantum spin

At fixed moment, thermal smearing at 300 K raises the d resistivity by 0.20%; letting the moment readjust to the temperature makes this 0.24%. The effect is small because \(k_BT\ll h\): the thermal window is even in energy, so the correction begins at second order in \(k_BT/h\).

A quantum spin matters more. Represent exchange in each orbital by \(J\,\mathbf S\cdot\mathbf s\), with \(S=5/2\). To lowest order the scattering rate follows the average of \((\mathbf S\cdot\mathbf s)^2\). The average of \(S^aS^b\) is \(\delta_{ab}S(S+1)/3\), that of \(s^as^b\) is \(\delta_{ab}/4\), and summing three components gives \(S(S+1)/4\). A classical spin gives \(S^2/4\). Exchange scattering is therefore multiplied by \((S+1)/S=1.40\).

Next come the Kondo logarithms. Let \(g\) be \(J\) times the host density of states per spin and orbital. A classical spin shifts the electron energy by \(\pm JS/2\), which in Born approximation means a phase of magnitude \(\pi gS/2\). Equating this to \(\delta\) gives \(g_0=2\delta/(\pi S)=0.0763\). The coupling is antiferromagnetic, since electrons parallel to the moment are repelled.

Now remove intermediate states in a shell of width \(dD\) at distance \(D\) from the Fermi level. Electron and hole processes have opposite signs and opposite order of the electron spin operators, so their sum is

\[
-Jg\frac{dD}{D}\sum_{ab}S^bS^a[s^b,s^a]
=-Jg\frac{dD}{D}\,i(\mathbf S\times\mathbf S)\cdot\mathbf s
=+Jg\frac{dD}{D}\,\mathbf S\cdot\mathbf s ,
\]

because \(\mathbf S\times\mathbf S=i\mathbf S\). With \(L=\ln(h/k_BT)\), taking \(h\) as the initial cutoff,

\[
\frac{dg}{dL}=g^2\quad\Rightarrow\quad g=\frac{g_0}{1-g_0L}.
\]

At 300 K, \((g/g_0)^2=2.14\). Combining both factors with equal s and p phases gives \(1.06+1.51\times1.40\times2.14=5.58\ \mu\Omega\,\)cm. This is a leading-logarithm estimate, not a bound; for these values of \(\Gamma\), \(I\) and \(S\) it remains well below \(\rho_u\). The next term in the flow, \(-\tfrac52g^3\) for five orbital channels, reduces the factor 2.14 to 1.76 and the estimate to about 4.8 \(\mu\Omega\,\)cm. Both figures are sensitive to the inputs. Taking \(S=2\), closer to the model moment of 4.05, gives 7.2 and 5.5; taking \(\Gamma=0.6\) eV and \(I=0.7\) eV with \(S=5/2\) gives about 14 and 9; with both changes the leading-logarithm value exceeds \(\rho_u\) and the expansion no longer applies.

The expression for \(g\) diverges at \(k_BT_K=he^{-1/g_0}\), or \(T_K\approx0.04\) K. This value is exponentially sensitive to \(g_0\). With the cubic term the divergence disappears, because \(g\) levels off at 2/5 in the truncated flow, and the temperature at which \(g\) reaches 0.3 drops from about 1 K to about 2 mK. The estimate therefore shows only that the Kondo scale lies far below room temperature. Far below \(T_K\), an isolated impurity whose spin is fully screened has equal phases for both spins. Half filling then makes both \(\pi/2\), and d-wave scattering returns to its unitarity limit; s and p waves still modify the total resistivity. The small-phase explanation belongs to temperatures well above \(T_K\).

## The real alloy

Copper with roughly 1 at.% Mn is used in seed layers for interconnects. Measured manganese resistivities are, roughly, 3 \(\mu\Omega\,\)cm per at.%, and pure copper at room temperature has about 2 \(\mu\Omega\,\)cm. The d-only result of 1.66 is therefore of the right order but low. One assumption plainly broken is that d waves do all the scattering: the two s–p choices move the result to 2.57 and 5.46. Agreement with the first would not establish its phases, since the estimated quantum-spin and Kondo corrections together add another 2 to 3 \(\mu\Omega\,\)cm at 300 K for the central parameters (about 1 for \(\Gamma=0.4\), \(I=0.9\) eV, and 5 to 10 for \(\Gamma=0.6\), \(I=0.7\) eV). At this concentration, interactions between moments also freeze them at a temperature of order 10 K, far above the estimated \(T_K\), so the isolated-impurity limit needs much more dilute alloys. In a narrow line, surfaces and grain boundaries add resistance, and annealing can move manganese out of the copper; the relevant \(c\) is what remains dissolved. The numerical output below lists the separate contributions.

## Computed values

```
lattice constant (rough input): 0.3615 nm
manganese content: 1.0 at.%
resonance half-width gamma (rough input): 0.50 eV
exchange parameter I (rough input): 0.80 eV
temperature of use: 300 K
host electron density: 84.67 nm^-3
host Fermi wave number: 13.58 nm^-1
threshold I for a moment: 0.314 eV
moment, self-consistent: 4.046 Bohr magnetons
moment, diagonalization: 4.065 Bohr magnetons
spin splitting I*m: 3.237 eV
level distance from Fermi level: 1.619 eV
phase up, formula: 2.8420 rad
phase up, level shifts: 2.8417 rad
phase down, formula: 0.2996 rad
phase down, level shifts: 0.2999 rad
occupation per up orbital, diagonalization: 0.9065
occupation per down orbital, diagonalization: 0.0935
energy of magnetic minus nonmagnetic, formula: -1.332 eV
same energy, diagonalization: -1.333 eV
sin^2(delta): 0.0871
sin^4(delta): 0.00759
sin^2(delta)*cos^2(delta): 0.0795
nonmagnetic half-filled resistivity: 19.00 uOhm cm
magnetic d resistivity: 1.66 uOhm cm
same in SI: 16.6 nOhm m
reduction factor: 11.5
potential part, d only: 0.144 uOhm cm
exchange part, d only: 1.51 uOhm cm
mean free path from Mn, d only: 39.8 nm
kF times mean free path: 541
half filling, imposed moment 0: 19.00 uOhm cm
half filling, imposed moment 1: 17.19 uOhm cm
half filling, imposed moment 2: 12.44 uOhm cm
half filling, imposed moment 3: 6.56 uOhm cm
half filling, imposed moment 4: 1.81 uOhm cm
half filling, imposed moment 5: 0.00 uOhm cm
equal s,p phases pi/8, total: 2.57 uOhm cm
equal s,p phases pi/8, potential part: 1.06 uOhm cm
s phase pi/2 only, total: 5.46 uOhm cm
s phase pi/2 only, potential part: 3.94 uOhm cm
six d electrons, moment: 3.286 Bohr magnetons
six d electrons, phases: 2.917 and 0.853 rad
six d electrons, total: 5.86 uOhm cm
six d electrons, potential part: 2.17 uOhm cm
six d electrons, nonmagnetic: 17.19 uOhm cm
thermal smearing changes d resistivity by: 0.20 %
quantum-spin factor on exchange part: 1.40
dimensionless Kondo coupling: 0.0763
Kondo factor on exchange part at 300 K: 2.14
Kondo temperature, leading estimate: 0.038 K
high estimate, s,p + spin + Kondo: 5.58 uOhm cm
```
